# Grain-boundary transmission on a transverse mesh: reference junctions and convergence

## When a perfect reference gives a wrong resistance

A computed grain-boundary resistance can be too high by more than half while its reference calculation looks perfect. For the aluminium twin treated below, a deliberately poor basis reproduces the ideal transmission of an unfaulted junction to within $4\times10^{-14}$, yet gives a boundary resistance of 141 µΩ µm². A better basis on the same wavevector mesh gives 63, and a finer mesh then raises that to 90. The reference detects some errors and is blind to others, so each numerical control has to be examined separately.

## The quantity to be computed

Two ideal half-crystals meet at a flat boundary with a periodic cell of area $A_c$. Electrons are independent, move in a fixed local potential, and scatter elastically. The transverse wavevector $\mathbf k$ is then conserved modulo the reciprocal lattice of the boundary. Let $T(\mathbf k)$ be the transmission at the Fermi energy $E$, summed over channels, and $N(\mathbf k)$ the number of open channels.

An area $A$ contains $A\,d^2k/(4\pi^2)$ transverse states, and the transverse Brillouin zone has area $4\pi^2/A_c$. With a factor 2 for spin, the zero-bias conductance is therefore

$$\frac{G}{A}=\frac{2e^2}{h}\int\frac{d^2k}{4\pi^2}\,T(\mathbf k)=\frac{2e^2}{h}\frac{\langle T\rangle}{A_c},$$

where $\langle\cdot\rangle$ is the zone average. Without the boundary, $T=N$ and a resistance remains, the Sharvin resistance of the contacts. Subtracting it defines

$$\gamma=C\left(\frac1{\langle T\rangle}-\frac1{\langle N\rangle}\right)=\frac{C\langle R\rangle}{\langle T\rangle\langle N\rangle},\qquad C=\frac{hA_c}{2e^2},\quad R=N-T. \tag{1}$$

This assumes that all incoming channels on one side are equally populated. For weak reflection $\gamma\to C\langle R\rangle/\langle N\rangle^2$; for an opaque boundary $\gamma\to C/\langle T\rangle$ and the reference ceases to matter.

## From the crystal to coupled channels

Hartree units are used in the derivation. Let $z$ be normal to the boundary, $\boldsymbol\rho$ the in-plane position and $\mathbf g$ the in-plane reciprocal vectors. Insert

$$\psi=\sum_{\mathbf g}c_{\mathbf g}(z)e^{i(\mathbf k+\mathbf g)\cdot\boldsymbol\rho},\qquad V=\sum_{\mathbf g}V_{\mathbf g}(z)e^{i\mathbf g\cdot\boldsymbol\rho}$$

into the Schrödinger equation and project on one in-plane wave:

$$-\tfrac12c_{\mathbf g}''+\tfrac12|\mathbf k+\mathbf g|^2c_{\mathbf g}+\sum_{\mathbf g'}V_{\mathbf g-\mathbf g'}c_{\mathbf g'}=Ec_{\mathbf g}. \tag{2}$$

The first basis control is a cutoff on $\frac12|\mathbf k+\mathbf g|^2$, which leaves $n$ channels, most of them evanescent.

The potential is a sum over atomic layers at $z=ld$, displaced in the plane by $\boldsymbol\tau_l$:

$$V_{\mathbf g}(z)=\sum_l e^{-i\mathbf g\cdot\boldsymbol\tau_l}w_g(z-ld),\qquad w_g(z)=d\int\frac{dq}{2\pi}\,v\!\left(\sqrt{g^2+q^2}\right)e^{iqz}.$$

In the perfect crystal $\boldsymbol\tau_l=l\boldsymbol\tau$. The identity

$$\sum_le^{-il(\mathbf g\cdot\boldsymbol\tau+qd)}=\frac{2\pi}{d}\sum_m\delta(q-G_z),\qquad G_z=\frac{2\pi m-\mathbf g\cdot\boldsymbol\tau}{d},$$

then cancels the factor $d/2\pi$ and leaves the bulk Fourier coefficients $v(|\mathbf G|)$, which fixes the normalization. The coherent twin has $\boldsymbol\tau_l=-|l|\boldsymbol\tau$: its right half is the mirror image of its left half, so both sides have the same $N(\mathbf k)$.

## One layer as a two-port

Multiply (2) by a real test function $\chi$ and integrate over one layer. Since $-\frac12\int\chi c''=\frac12\int\chi'c'-\frac12[\chi c']$,

$$\int\!\Big(\tfrac12\chi'c_{\mathbf g}'+\chi\sum_{\mathbf g'}\big[(\tfrac12|\mathbf k+\mathbf g|^2-E)\delta_{\mathbf g\mathbf g'}+V_{\mathbf g-\mathbf g'}\big]c_{\mathbf g'}\Big)dz=\tfrac12[\chi c_{\mathbf g}'].$$

Polynomials of order $p$, the second basis control, represent $c$ and $\chi$ through their values at Gauss–Lobatto points, which also serve for the quadrature. This gives a Hermitian matrix $\mathcal A$. Let $I$ label interior points and $F$ the two faces. The right side vanishes for interior test functions, so $u_I=-\mathcal A_{II}^{-1}\mathcal A_{IF}u_F$. What remains is

$$D\begin{pmatrix}u_L\\u_R\end{pmatrix}=\begin{pmatrix}-\frac12c_L'\\[2pt]\frac12c_R'\end{pmatrix},\qquad D=\mathcal A_{FF}-\mathcal A_{FI}\mathcal A_{II}^{-1}\mathcal A_{IF}=D^\dagger. \tag{3}$$

At the face shared by layers $a$ and $b$, continuity of $c'$ makes the two entries on the right of (3) cancel:

$$D^a_{21}u_1+(D^a_{22}+D^b_{11})u_m+D^b_{12}u_2=0.$$

Solving for $u_m$ and substituting joins the layers into one Hermitian two-port $B$ for the whole central region.

Hermiticity carries current conservation. For two solutions $a,b$ define $W(a,b)=\frac12(u_a^\dagger c_b'-c_a'^\dagger u_b)$ on a face. Equation (3) gives $u_a^\dagger(Du_b)-(Du_a)^\dagger u_b=0$, which says that $W$ is equal on the two faces. This holds for any $n$ and $p$, however inaccurate.

## Lead modes and contact matrices

Displacing a bulk layer by $\boldsymbol\tau$ changes $D$ to $QDQ^\dagger$, with $Q$ diagonal and $Q_{\mathbf g}=e^{-i\mathbf g\cdot\boldsymbol\tau}$. A Bloch mode of the left crystal obeys $u_{l+1}=\lambda Qu_l$. With $K=D_{12}Q$ and $S=D_{11}+Q^\dagger D_{22}Q$, the joining condition becomes

$$(\lambda^{-1}K^\dagger+S+\lambda K)y=0. \tag{4}$$

The adjoint of the matrix in (4) is the same matrix at $1/\lambda^*$, so evanescent modes come in pairs, one decaying in each direction. Open modes have $|\lambda|=1$ and are sorted by their flux $\mathrm{Im}(u^\dagger c')=-2\,\mathrm{Im}(\lambda y^\dagger Ky)$. The first row of (3) supplies this sign; $y^\dagger D_{11}y$ is real and drops out. A band crosses $E$ upward as often as downward over a period, so each direction has $N$ open modes and $n$ modes in all. Band edges, where the flux vanishes, are excluded.

Collect the left-going modes of the left lead, open and decaying, in the columns of $Y$, with factors $\Lambda$. At the interface they satisfy

$$\tfrac12c'=\Sigma_Lu,\qquad \Sigma_L=Q^\dagger D_{22}Q+K^\dagger Y\Lambda^{-1}Y^{-1}.$$

On the right, outgoing modes satisfy $-\frac12c'=\Sigma_Ru$. For the twin, reflection in $z$ gives $\Sigma_R=\Sigma_L$.

Now send in a right-going open mode $u_a$ with $f_a=\frac12c_a'$. The total left derivative is $\Sigma_Lu_L+s_a$, where $s_a=f_a-\Sigma_Lu_a$. Matching at both interfaces gives

$$\begin{pmatrix}\Sigma_L+B_{11}&B_{12}\\B_{21}&B_{22}+\Sigma_R\end{pmatrix}\begin{pmatrix}u_L\\u_R\end{pmatrix}=\begin{pmatrix}-s_a\\0\end{pmatrix}.$$

Let $\mathcal G$ be the inverse of this matrix. Then $u_R=-\mathcal G_{RL}s_a$, and the transmitted flux is

$$-2\,\mathrm{Im}(u_R^\dagger\Sigma_Ru_R)=u_R^\dagger\Gamma_Ru_R,\qquad \Gamma=i(\Sigma-\Sigma^\dagger).$$

The sum over incoming modes requires $\sum_as_as_a^\dagger$. Moving one layer multiplies $W(a,b)$ by $\lambda_a^*\lambda_b$, while $W$ is conserved; hence $W=0$ unless $\lambda_a^*\lambda_b=1$. Different open modes that share the same $\lambda$ are combined so that $W$ vanishes between them too, which is possible because $-iW$ is a Hermitian form. For every outgoing or decaying column $y_j$ this gives

$$0=W(j,a)=y_j^\dagger(f_a-\Sigma_L^\dagger u_a).$$

The columns are complete, so $f_a=\Sigma_L^\dagger u_a$ and $s_a=(\Sigma_L^\dagger-\Sigma_L)u_a=i\Gamma_Lu_a$. The same rule, with unit incoming flux, gives $u_a^\dagger\Gamma_Lu_b=\delta_{ab}$.

Between columns of $Y$, $\Gamma_L$ has nonzero elements only for the $N$ open modes, so its rank is $N$. The $N$ independent vectors $\Gamma_Lu_a$ therefore span its range. Write $\Gamma_Lx=\sum_a\Gamma_Lu_a\alpha_a$ for any $x$; multiplication by $u_b^\dagger$ gives $\alpha_b=u_b^\dagger\Gamma_Lx$. Thus $\sum_a\Gamma_Lu_au_a^\dagger\Gamma_L=\Gamma_L$, and

$$T=\mathrm{Tr}\big[\Gamma_R\mathcal G_{RL}\Gamma_L\mathcal G_{RL}^\dagger\big]. \tag{5}$$

## What the unfaulted junction can establish

Replace the twin by continued stacking $\boldsymbol\tau_l=l\boldsymbol\tau$. An incoming mode continued by $u_{l+1}=\lambda Qu_l$ satisfies the joining condition at every face and is purely outgoing on the right. It is the scattering solution, without reflection. Each open channel contributes one, and $T=N$.

The proof uses (4) in the chosen finite basis and never requires that basis to describe the crystal well. A departure from $T=N$ would reveal misclassified modes, a wrong contact matrix or a mismatch between lead and centre. Agreement says nothing about truncation.

The largest $|T-N|$ was $5\times10^{-14}$ with a transverse cutoff of 136 eV and $p=8$. It was $4\times10^{-14}$ with a cutoff of 27 eV and $p=4$, the basis that gives the twin resistance of 141 µΩ µm².

## How mesh errors enter

Let $\delta N$ and $\delta R$ be the mesh errors of $\langle N\rangle$ and $\langle R\rangle$; below, $N,T,R$ stand for averages. Differentiating $\gamma=C[1/(N-R)-1/N]$ gives, to first order,

$$\delta\gamma=\frac{C}{T^2}\delta R-C\left(\frac1{T^2}-\frac1{N^2}\right)\delta N. \tag{6}$$

If the reference is instead held at its converged value, the term $1/N^2$ is absent:

$$\delta\gamma_{\rm mixed}=\frac{C}{T^2}(\delta R-\delta N). \tag{7}$$

Sharing the mesh thus reduces the sensitivity to channel counting by the factor $1-T^2/N^2$. It does nothing for the error in the reflection itself, and in (7) the two errors may happen to cancel.

## The (111) twin in aluminium

The example is the coherent (111) twin in fcc-Al, with a rough lattice constant of 0.405 nm. The screened ion is an empty-core pseudopotential with linear response:

$$v(q)=-\frac{4\pi Z}{\Omega}\frac{\cos(qr_c)\,e^{-(q/4)^4}}{q^2+(4k_F/\pi)F(x)},\qquad F=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.$$

Here $x=q/2k_F$, $Z=3$, $\Omega$ is the atomic volume, $k_F$ the free-electron Fermi wavevector, and $r_c=1.15$ bohr a rough typical radius. The average potential is the zero of energy. Filling three electrons per atom in plane-wave bands on a $12\times12\times18$ mesh gives $E=11.10$ eV; the free-electron value is 11.65 eV. A $9\times9\times15$ mesh lowers $E$ by 0.02 eV. The filling is smeared with a width of 0.03 hartree (0.8 eV) and uses plane waves up to 136 eV of total kinetic energy. A denser mesh with narrower smearing lowers $E$ by about 0.02 eV, and raising the plane-wave limit to 218 eV lowers it by a further 0.06 eV. Lowering $E$ by this 0.08 eV raises the resistance on fine transverse meshes by about 2 to 3%.

The production setting is a cutoff of 136 eV, $p=8$ and three buffer layers on each side. A buffer layer has the potential of the true twin stacking; beyond it the potential is that of the ideal bulk. This is the meaning of lead thickness here, since the leads themselves are semi-infinite. The $m\times m$ transverse mesh is reduced by threefold rotation and by mirror reflection combined with time reversal. Resistances are in µΩ µm².

| $m$ | $\langle N\rangle$ | $\langle T\rangle$ | $\gamma$ | $\gamma_{\rm mixed}$ |
|---|---|---|---|---|
| 6 | 1.583 | 1.306 | 123.0 | 101.0 |
| 12 | 1.563 | 1.411 | 62.9 | 48.6 |
| 24 | 1.516 | 1.312 | 93.7 | 97.6 |
| 36 | 1.525 | 1.326 | 90.3 | 90.3 |

The cell area is 0.07102 nm², so $C=12906\ \Omega\times0.07102\ \mathrm{nm^2}=916.6$ µΩ µm². On the finest mesh

$$\gamma=916.6\left(\frac1{1.3262}-\frac1{1.5255}\right)=916.6\,(0.7540-0.6555)\approx90,$$

or $9\times10^{-13}$ Ω cm². The Sharvin resistance is $916.6/1.5255=601$ µΩ µm², and the mean reflection per open channel is 13%. The weak-reflection formula would give $916.6\times0.1993/1.5255^2=78$, too small by the factor $\langle T\rangle/\langle N\rangle=0.87$.

The approach is not monotonic. With mesh 36 standing in for the limit, mesh 12 has $\delta R=-0.048$ and $\delta N=0.037$. Equation (6) gives $-25.0-4.7=-29.7$, against an actual difference of $-27.4$. The error comes mainly from reflection, which the shared reference cannot repair. The mixed estimate (7) gives $-44$, against $-42$.

On mesh 6, $\delta R=0.078$ and $\delta N=0.058$ partly cancel in (7). That explains why the mixed value lies closer to the final one there, and why such closeness is no evidence of convergence.

On the finest mesh, points with $R>0.2$ occupy 22% of the zone and carry 88% of $\langle R\rangle$, so a coarse mesh samples the important region with few points. Meshes 24 and 36 differ by 3.4 µΩ µm², or 4% of the finer value. This is an indication of the remaining error, not a bound.

## Lead thickness and basis quality

The next scans change one control at a time on the $12\times12$ mesh, with the Fermi energy fixed. Both the values and the steps between them retain the mesh error just found.

| control | values | $\gamma$ (µΩ µm²) |
|---|---|---|
| buffer layers | 0, 1, 3, 6 | 62.97, 62.98, 62.89, 62.89 |
| cutoff (eV) | 54, 82, 136, 190 | 91.7, 88.9, 62.9, 64.7 |
| order $p$ | 4, 6, 8, 10 | 110.5, 62.5, 62.9, 62.9 |

Lead thickness is harmless here: even with no buffer beyond the twin plane the change is about 0.1. In this model each atom carries a fixed screened potential. A self-consistent calculation, whose charge can rearrange near the boundary, needs its own thickness scan.

The cutoff is more treacherous. From 54 to 82 eV the resistance moves by 3%, which looks like convergence; the next step removes 26 µΩ µm². From 136 to 190 eV it moves by 3% again. A small last step does not distinguish the second plateau from the first. The size of the steps also depends on the mesh: with so few wavevectors, a large change in transmission at one or two of them, with or without a change in the number of open channels, shifts the whole average. On the $24\times24$ mesh the step from 82 to 136 eV is only about 10 µΩ µm². Cutoff and mesh therefore have to be tested together.

Part of the step comes from holding $E$ fixed. Lowering the cutoff from 136 to 82 eV raises the bands, and with them the Fermi level, by about 0.09 eV. With $E$ raised by that amount in the 82 eV calculation, the step falls from 26 to about 11 µΩ µm² on the $12\times12$ mesh and from 10 to about 7.5 on the $24\times24$ mesh. The form factors suggest a further cause. Their values are 0.20 eV for (111), 0.80 eV for (200), 1.28 eV for (220) and 0.97 eV for (311). Two states coupled directly by a (111) component are also coupled through a high plane wave, by a (220) step and a (311) step. If that wave lies above an 82 eV cutoff, second-order perturbation theory gives a contribution of at most about $1.28\times0.97/(82-11)=0.017$ eV per path. This is 9% of the small direct coupling, and several paths can add. That omitted paths of this kind contribute to the drop in $\gamma$ is a conjecture; they were not isolated.

## How far the model can be trusted

The result is also sensitive to the model of the ion. The following variants use the $12\times12$ mesh, where the base value is 63 µΩ µm². Core radii of 1.10 and 1.20 bohr, each with its own Fermi energy, give 39 and 119. Replacing $F$ by 1, which is Thomas–Fermi screening, gives 62, again with its own Fermi energy. Widening the two gaps next to the twin plane by 1% gives 60.

Thermal broadening at 378 K was estimated by averaging $T$ and $N$ over $E\pm\pi k_BT/\sqrt3$, two energies with the second moment of the thermal window. It gives 75. Most of that rise comes from the coarse mesh: on the $24\times24$ mesh the rise is only about 4 µΩ µm². The core radius has the largest effect: on this mesh a 4% change in it moves the resistance by more than a third, though the size of that response carries the mesh error too: on the $24\times24$ mesh the two radii change it by $-33\%$ and $+17\%$.

For an interconnect, take a rough room-temperature aluminium resistivity of 2.7 µΩ cm; it is higher in a hot line. One twin then equals $\gamma/\rho=3.3$ nm of metal, and one every 50 nm would add 0.18 µΩ cm, or 7%. At 1 MA/cm² each twin drops 0.9 µV, far below $k_BT/e$, which is 33 mV at 378 K, so linear response is adequate. Ordinary aluminium boundaries have resistances of roughly $10^{-12}$ Ω cm². The model value lies near that level, but it spans roughly 60 to 110 µΩ µm² over the core radii tried, so it cannot show how a coherent twin compares with ordinary boundaries. Real lines also contain general boundaries, impurities and rough surfaces, to which this number does not apply.

Equal population of incoming channels is the assumption a long line breaks most directly. For free electrons the Sharvin conductance per area is $e^2k_F^2/(4\pi^2\hbar)$ and the Drude conductivity is $e^2k_F^2\ell/(3\pi^2\hbar)$. Their ratio gives a mean free path $\ell=\frac34(601\ \text{µΩ µm²})/\rho\approx17$ nm. Between twins 50 nm apart, bulk scattering therefore establishes a drift distribution, in which opposite movers differ in occupation by $\Delta\propto\cos\theta$, with $\theta$ measured from the normal.

For weak reflection, and if transmitted electrons keep their normal velocity, the dissipated power is proportional to $\sum R\Delta^2$ and the current to $\sum\Delta$, so the resistance scales as $\sum R\Delta^2/(\sum\Delta)^2$. On a spherical Fermi surface the channel weight is $2\cos\theta\,d(\cos\theta)$, which gives $\langle\cos\theta\rangle=2/3$ and $\langle\cos^2\theta\rangle=1/2$. Uniform reflection would then multiply $\gamma$ by $(1/2)/(2/3)^2=9/8$. Here reflection is concentrated in part of the zone. If it all occurred at one angle, the factor would be $\cos^2\theta/(2/3)^2=\frac94\cos^2\theta$, which can lie anywhere between 0 and 9/4. A twin also transmits some electrons into states with a different normal velocity, which dissipates drift without any reflection. The value for uniform reflection is therefore no estimate for this twin, and the correction was not computed.
